# Locating the neutral-to-negative transition level of a defect in a sheet: a numerical check

```python
"""
Result under test: the thermodynamic charge-transition level of a defect is
    eps(0/-) = E_f(q=-1, E_F=0) - E_f(q=0),
where E_f is the formation energy, q the charge in units of the elementary
charge, and E_F the Fermi level measured from the valence edge.
For E_f(0) = 1.5 eV and E_f(-1, E_F=0) = 2.8 eV the level is computed below.

The rule is tested on a gapped honeycomb lattice (spinless, non-interacting
electrons) with one altered site coupled to an elastic coordinate Q.
Energies are in eV and Q is in angstrom.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq, minimize_scalar


def bisect_jump(is_above, low, high, steps=45):
    """Locate the point where is_above changes from False to True."""
    assert not is_above(low) and is_above(high)
    for _ in range(steps):
        middle = 0.5 * (low + high)
        if is_above(middle):
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


# ---------- the given defect ----------
E_neutral = 1.5
E_negative_at_edge = 2.8
gap_example = 1.8
level = E_negative_at_edge - E_neutral


def formation_energy(charge, fermi):
    at_edge = {0: E_neutral, -1: E_negative_at_edge}[charge]
    return at_edge + charge * fermi


def stable_charge(fermi):
    return min((0, -1), key=lambda q: formation_energy(q, fermi))


level_scan = bisect_jump(lambda x: stable_charge(x) == -1, 0.0, 3.0)
assert abs(level_scan - level) < 1e-9
assert stable_charge(level - 0.1) == 0
assert stable_charge(level + 0.1) == -1

# ---------- equal populations from an explicit list of microstates ----------
temperature = 300.0
kT = k_joule * temperature / e_charge
microstate_charges = [0, -1, -1]  # closed shell; spin up; spin down


def mean_charge(fermi):
    energies = np.array([formation_energy(q, fermi)
                         for q in microstate_charges])
    weights = np.exp(-(energies - energies.min()) / kT)
    return np.dot(weights, microstate_charges) / weights.sum()


equal_scan = brentq(lambda x: mean_charge(x) + 0.5, 0.5, 2.5, xtol=1e-12)
equal_formula = level - kT * np.log(2.0)
assert abs(equal_scan - equal_formula) < 1e-8

# ---------- microscopic model ----------
size = 6                # cells along each side
hopping = 1.0
half_splitting = 1.5    # site energies are +/- this value
site_lowering = 2.5
coupling = 1.5          # eV per angstrom
stiffness = 3.0         # eV per square angstrom
cells = size * size


def build_host():
    matrix = np.zeros((2 * cells, 2 * cells))
    for i in range(size):
        for j in range(size):
            a = i * size + j
            matrix[a, a] = half_splitting
            matrix[cells + a, cells + a] = -half_splitting
            for di, dj in ((0, 0), (1, 0), (0, 1)):
                b = cells + ((i - di) % size) * size + (j - dj) % size
                matrix[a, b] = matrix[b, a] = -hopping
    return matrix


host = build_host()
host_levels = np.linalg.eigvalsh(host)
valence_edge = host_levels[cells - 1]
conduction_edge = host_levels[cells]
host_energy = host_levels[:cells].sum()


def defect_levels(Q):
    matrix = host.copy()
    matrix[0, 0] -= site_lowering + coupling * Q
    return np.linalg.eigvalsh(matrix)


def total_energy(electrons, Q):
    return defect_levels(Q)[:electrons].sum() + 0.5 * stiffness * Q**2


def relax(electrons):
    found = minimize_scalar(lambda Q: total_energy(electrons, Q),
                            bounds=(0.0, 1.0), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, found.fun


# Fixed electron number: relaxed formation energies at the valence edge.
# The atomic chemical-potential term is common to both and set to zero.
Q_neutral, total_neutral = relax(cells)
Q_negative, total_negative = relax(cells + 1)
model_neutral = total_neutral - host_energy
model_negative = total_negative - host_energy - valence_edge
model_level = model_negative - model_neutral

# Fixed Fermi level: the electron number is free and found by minimization.
Q_grid = np.linspace(0.0, 1.0, 501)
level_table = np.array([defect_levels(Q) for Q in Q_grid])
elastic = 0.5 * stiffness * Q_grid**2


def electron_number(fermi_absolute):
    filling = np.minimum(level_table - fermi_absolute, 0.0).sum(axis=1)
    best = np.argmin(filling + elastic)
    return int(np.sum(level_table[best] < fermi_absolute))


assert electron_number(valence_edge + 0.01) == cells
assert electron_number(conduction_edge - 0.01) == cells + 1
model_jump = bisect_jump(lambda x: electron_number(x) > cells,
                         valence_edge + 0.01,
                         conduction_edge - 0.01) - valence_edge
# The Q grid limits the agreement to about stiffness * spacing**2.
assert abs(model_jump - model_level) < 1e-4

# Frozen geometries bracket the thermodynamic level.
frozen_neutral = (total_energy(cells + 1, Q_neutral)
                  - total_energy(cells, Q_neutral) - valence_edge)
frozen_negative = (total_energy(cells + 1, Q_negative)
                   - total_energy(cells, Q_negative) - valence_edge)
assert frozen_neutral > model_level + 0.01
assert frozen_negative < model_level - 0.01

# ---------- output ----------
print("GIVEN DEFECT (Fermi level measured from valence edge)")
print(f"neutral formation energy: {E_neutral:.1f} eV")
print(f"negative formation energy at edge: {E_negative_at_edge:.1f} eV")
print(f"transition level, energy difference: {level:.3f} eV")
print(f"transition level, stability scan: {level_scan:.3f} eV")
for fermi in (0.0, 1.0, level, 1.6):
    print(f"E_F = {fermi:.1f} eV: neutral {formation_energy(0, fermi):.1f} eV,"
          f" negative {formation_energy(-1, fermi):.1f} eV")
print(f"illustrative band gap: {gap_example:.1f} eV")
print(f"level below conduction edge: {gap_example - level:.1f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"shift kT ln 2: {kT * np.log(2.0):.4f} eV")
print(f"equal populations, microstate sum: {equal_scan:.4f} eV")
print(f"equal populations, formula: {equal_formula:.4f} eV")
print("HONEYCOMB MODEL")
print(f"cells: {cells}")
print(f"hopping: {hopping:.1f} eV")
print(f"site energies: +/- {half_splitting:.1f} eV")
print(f"lowering of altered site: {site_lowering:.1f} eV")
print(f"elastic coupling: {coupling:.1f} eV/angstrom")
print(f"stiffness: {stiffness:.1f} eV/angstrom^2")
print(f"host gap: {conduction_edge - valence_edge:.3f} eV")
print(f"relaxed Q, neutral: {Q_neutral:.4f} angstrom")
print(f"relaxed Q, negative: {Q_negative:.4f} angstrom")
print(f"neutral formation energy: {model_neutral:.4f} eV")
print(f"negative formation energy at edge: {model_negative:.4f} eV")
print(f"level from energy difference: {model_level:.4f} eV")
print(f"level from electron-number jump: {model_jump:.4f} eV")
print(f"difference in frozen neutral geometry: {frozen_neutral:.4f} eV")
print(f"difference in frozen negative geometry: {frozen_negative:.4f} eV")
print("finished without a failed check")
```

Printed output:

```
GIVEN DEFECT (Fermi level measured from valence edge)
neutral formation energy: 1.5 eV
negative formation energy at edge: 2.8 eV
transition level, energy difference: 1.300 eV
transition level, stability scan: 1.300 eV
E_F = 0.0 eV: neutral 1.5 eV, negative 2.8 eV
E_F = 1.0 eV: neutral 1.5 eV, negative 1.8 eV
E_F = 1.3 eV: neutral 1.5 eV, negative 1.5 eV
E_F = 1.6 eV: neutral 1.5 eV, negative 1.2 eV
illustrative band gap: 1.8 eV
level below conduction edge: 0.5 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
shift kT ln 2: 0.0179 eV
equal populations, microstate sum: 1.2821 eV
equal populations, formula: 1.2821 eV
HONEYCOMB MODEL
cells: 36
hopping: 1.0 eV
site energies: +/- 1.5 eV
lowering of altered site: 2.5 eV
elastic coupling: 1.5 eV/angstrom
stiffness: 3.0 eV/angstrom^2
host gap: 3.000 eV
relaxed Q, neutral: 0.2225 angstrom
relaxed Q, negative: 0.4891 angstrom
neutral formation energy: -0.6914 eV
negative formation energy at edge: 0.7253 eV
level from energy difference: 1.4166 eV
level from electron-number jump: 1.4167 eV
difference in frozen neutral geometry: 1.5222 eV
difference in frozen negative geometry: 1.3227 eV
finished without a failed check
```
